\section*{Surface tension lowering by a Langmuir layer from the Gibbs equation}

\section{The problem}

A solid surface offers $N=10\ \mathrm{nm^{-2}}$ identical adsorption sites. It is in contact with a gas at $T=500\ \mathrm{K}$, and the gas pressure $p$ is such that 90 percent of the sites are filled. The adsorbed layer obeys the Langmuir isotherm
\begin{equation}
\theta=\frac{Kp}{1+Kp},
\label{eq:langmuir}
\end{equation}
where $\theta$ is the filled fraction of sites and $K$ depends on temperature alone. By how much does the layer lower the surface tension below the value $\gamma_0$ of the clean surface?

The assumptions are these. Each site holds at most one molecule, molecules on different sites do not interact, the gas is ideal, and gas and layer are in reversible equilibrium at fixed $T$. For a solid, the surface tension $\gamma$ here means the excess grand potential per area at fixed strain. It is not the surface stress, which measures the work of stretching the surface.

\section{A tempting solution}

The Gibbs adsorption equation at fixed temperature is
\begin{equation}
d\gamma=-\Gamma\,d\mu ,
\label{eq:gibbs}
\end{equation}
with $\Gamma=N\theta$ the number of adsorbed molecules per area and $\mu$ their chemical potential. For an ideal gas $d\mu=kT\,dp/p$. The adsorbed amount grows with the pressure, so one sets $dp/p=d\Gamma/\Gamma$ and finds
\begin{equation}
\gamma_0-\gamma=\int_0^{\Gamma}\Gamma'\,kT\,\frac{d\Gamma'}{\Gamma'}=\Gamma kT=N kT\,\theta .
\label{eq:wrong}
\end{equation}
The result looks sound: molecules that do not interact exert the pressure of a two-dimensional ideal gas. With $NkT=0.06903\ \mathrm{J/m^2}$ it gives $0.9\times0.06903=0.0621\ \mathrm{J/m^2}$.

\section{Where it fails}

The step $dp/p=d\Gamma/\Gamma$ says that $\Gamma$ is proportional to $p$. The isotherm (\ref{eq:langmuir}) has this property for $Kp\ll1$, but at $\theta=0.9$ it gives $Kp=\theta/(1-\theta)=9$. To find the correct relation, solve (\ref{eq:langmuir}) for the pressure and take the logarithm:
\begin{equation}
\ln p=\ln\theta-\ln(1-\theta)-\ln K .
\end{equation}
Since $K$ is constant at fixed $T$, differentiation gives
\begin{equation}
\frac{dp}{p}=\left(\frac1\theta+\frac1{1-\theta}\right)d\theta=\frac{d\theta}{\theta(1-\theta)} .
\label{eq:dlnp}
\end{equation}
The tempting solution lost the factor $1/(1-\theta)$. Near full coverage a small gain in filling needs a large rise in pressure, and the surface tension keeps falling during that rise. The picture of a two-dimensional ideal gas fails for the same reason: two molecules cannot share a site, and this exclusion acts even when there is no other force between them.

\section{The solution}

\subsection{The Gibbs equation and the gas}

Let $F^s$ be the excess free energy of a surface of fixed area $A$ and fixed strain. The dividing surface is placed so that the substrate has no excess, which leaves the $n^s=\Gamma A$ adsorbed molecules as the variable amount. Then
\begin{equation}
dF^s=-S^s\,dT+\mu\,dn^s,\qquad \gamma A=F^s-\mu n^s ,
\end{equation}
where $S^s$ is the excess entropy. Differentiating the second relation and inserting the first,
\begin{equation}
A\,d\gamma=-S^s\,dT+\mu\,dn^s-\mu\,dn^s-n^s\,d\mu=-S^s\,dT-n^s\,d\mu .
\end{equation}
At fixed $T$, division by $A$ gives (\ref{eq:gibbs}).

For $n$ gas molecules of mass $m$ in a volume $V$, the translational free energy is $-kT\ln[V^n/(\lambda^{3n}n!)]$, with $\lambda=h/\sqrt{2\pi mkT}$. Adding one molecule to a large number changes it by $-kT\ln[V/(n\lambda^3)]$. With $n/V=p/kT$,
\begin{equation}
\mu_{\mathrm{tr}}=kT\ln\frac{p\lambda^3}{kT}.
\label{eq:mu}
\end{equation}
Rotation and vibration add a term that depends on $T$ alone. Hence $d\mu=kT\,dp/p$ at fixed temperature; this part of the tempting solution was correct.

\subsection{The isotherm}

An empty site has statistical weight 1. A filled site has weight
\begin{equation}
x=e^{(\mu_{\mathrm{tr}}+\varepsilon)/kT}=\frac{p\lambda^3}{kT}\,e^{\varepsilon/kT}\equiv Kp ,
\label{eq:x}
\end{equation}
where $\varepsilon$ is an effective binding energy. It contains the well depth and also the ratio of the internal partition functions on the surface and in the gas, so it is a free energy. The probability that a site is filled is $x/(1+x)$, which is (\ref{eq:langmuir}).

\subsection{Integration}

The path starts at the clean surface, $p=0$, where $\gamma=\gamma_0$:
\begin{align}
\gamma_0-\gamma&=\int N\theta\,d\mu
=NkT\int_0^p\frac{Kp'}{1+Kp'}\,\frac{dp'}{p'}\nonumber\\
&=NkT\int_0^p\frac{K\,dp'}{1+Kp'}=NkT\ln(1+Kp).
\label{eq:result}
\end{align}
Although $\mu\to-\infty$ as $p\to0$, the integral converges there, because $\theta$ vanishes in proportion to $p$ and cancels the factor $1/p'$. From (\ref{eq:langmuir}), $1-\theta=1/(1+Kp)$, so that
\begin{equation}
\gamma_0-\gamma=-NkT\ln(1-\theta).
\label{eq:theta}
\end{equation}
The corrected relation (\ref{eq:dlnp}) leads to the same place, since $\int_0^\theta N\theta'kT\,d\theta'/[\theta'(1-\theta')]=-NkT\ln(1-\theta)$.

For the numbers of the problem,
\begin{equation}
\gamma_0-\gamma=0.06903\ \mathrm{J/m^2}\times\ln10=0.06903\times2.30259\ \mathrm{J/m^2}=0.159\ \mathrm{J/m^2},
\end{equation}
or $0.992\ \mathrm{eV/nm^2}$. This is about 2.6 times the tempting value.

\subsection{The same result from counting states}

A surface with $NA$ independent sites has the grand partition function $\Xi=(1+x)^{NA}$. The layer contributes $-kT\ln\Xi$ to the grand potential, and therefore $\gamma-\gamma_0=-NkT\ln(1+x)$, in agreement with (\ref{eq:result}). Because $dx/d\mu=x/kT$, the derivative is $d\gamma/d\mu=-Nx/(1+x)=-N\theta$, which is the Gibbs equation again. As a numerical test, the coverage was computed by summing over all $2^{10}$ filling patterns of ten sites and then integrated over $\ln(Kp)$ from $-40$ to $\ln9$. The outcome is $0.15895\ \mathrm{J/m^2}$, equal to the formula to all printed digits.

The binding energy does not appear in (\ref{eq:theta}). To see why, write the grand potential per area as energy, minus temperature times the entropy of arrangement, minus $\mu_{\mathrm{tr}}$ times the amount:
\begin{equation}
\gamma-\gamma_0=N\bigl\{-(\varepsilon+\mu_{\mathrm{tr}})\theta+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)]\bigr\}.
\end{equation}
Equilibrium requires $\varepsilon+\mu_{\mathrm{tr}}=kT\ln[\theta/(1-\theta)]$. On insertion the terms in $\theta\ln\theta$ cancel, and $\theta\ln(1-\theta)+(1-\theta)\ln(1-\theta)=\ln(1-\theta)$ remains. Stronger binding lowers the pressure at which a given coverage is reached; at that coverage the lowering is unchanged.

\section{Limits and sensitivity}

For small coverage, $-\ln(1-\theta)=\theta+\theta^2/2+\dots$, and the leading term is the tempting result (\ref{eq:wrong}). It is thus the dilute limit of the correct one. At half filling the correct lowering is $0.048\ \mathrm{J/m^2}$.

Near full coverage the lowering is sensitive to $\theta$, with slope $NkT/(1-\theta)$. It is $0.152\ \mathrm{J/m^2}$ at $\theta=0.89$ and $0.166\ \mathrm{J/m^2}$ at $\theta=0.91$, so an error of one percentage point in the coverage shifts the result by between 4 and 5 percent. At $\theta=0.99$ the lowering is $0.318\ \mathrm{J/m^2}$, twice the value at $0.9$, because $\ln100=2\ln10$. This needs $Kp=99$, eleven times the pressure. The logarithm has no upper bound as $\theta\to1$, but the model has a limited range: it no longer applies once a second layer forms or the gas ceases to be ideal.

\section{What the model leaves out}

The following comparisons hold $\theta=0.9$, $N$ and $T$ fixed. The pressure is allowed to change.

\paragraph{Neighbour interactions.} In mean field, let $u$ be the energy of one molecule due to its neighbours at full coverage. The interaction energy per area is $Nu\theta^2/2$, the factor one half preventing double counting. Its derivative with respect to $\Gamma=N\theta$ is $u\theta$, so the equilibrium condition becomes
\begin{equation}
\mu_{\mathrm{tr}}+\varepsilon=kT\ln\frac{\theta}{1-\theta}+u\theta .
\label{eq:mf}
\end{equation}
Hence $d\mu$ gains the term $u\,d\theta$, and integrating $N\theta\,d\mu$ gives
\begin{equation}
\gamma_0-\gamma=-NkT\ln(1-\theta)+\tfrac12Nu\theta^2 .
\end{equation}
A repulsion of $u=+0.1\ \mathrm{eV}$ raises the lowering to $0.224\ \mathrm{J/m^2}$, and an attraction of $u=-0.1\ \mathrm{eV}$ reduces it to $0.094\ \mathrm{J/m^2}$. Each is a change of 41 percent relative to the Langmuir value. Repulsion increases the lowering because it makes $\mu$ rise more steeply with coverage, so that each gain in filling adds more to the integral of $N\theta\,d\mu$. A higher pressure alone is not the reason: weaker binding to the sites also requires one, but it shifts $\mu$ by the same amount at every coverage and leaves the integral unchanged. The integration is valid as it stands if $\mu$ rises with $\theta$ throughout, that is, if $kT/[\theta(1-\theta)]+u>0$. The first term is smallest at $\theta=1/2$, where it equals $4kT=0.172\ \mathrm{eV}$, so the attractive case still forms a single phase. For a stronger attraction, $u<-4kT$, mean field predicts a split into dense and dilute regions over a range of coverages around one half. With forces between nearest neighbours only, the split needs a stronger attraction than this.

\paragraph{Unequal sites.} Suppose that half the sites bind more strongly by $0.05\ \mathrm{eV}$ and half more weakly by the same amount. Each type $i$, with coverage $\theta_i$, contributes its own logarithm:
\begin{equation}
\gamma_0-\gamma=-\tfrac12NkT\,[\ln(1-\theta_1)+\ln(1-\theta_2)] .
\end{equation}
With the mean coverage held at $0.9$ this gives $0.193\ \mathrm{J/m^2}$, an increase of 21 percent. The sign is general for independent sites: $-\ln(1-\theta)$ is a convex function, so its average over the sites is at least its value at the average coverage.

\paragraph{Splitting on adsorption.} If a molecule splits into two equal fragments that occupy independent sites, then $\mu=2\mu_f$, with $\mu_f$ the chemical potential of a fragment, and the adsorbed amount counted in molecules is $N\theta/2$. The product $(N\theta/2)\,d(2\mu_f)=N\theta\,d\mu_f$ is the same as before. The isotherm changes to $\theta/(1-\theta)\propto\sqrt p$, but the lowering at $\theta=0.9$ remains $0.159\ \mathrm{J/m^2}$.

\paragraph{Excluded gas.} Gas kept out of a layer of thickness $d$ has the negative excess $-pd/kT$. By (\ref{eq:gibbs}) this contributes $d\gamma=(pd/kT)(kT\,dp/p)=d\,dp$, where the $d$ before $dp$ is the thickness, and so raises $\gamma$ by $pd$. For $d=0.3\ \mathrm{nm}$ and a pressure of $0.1\ \mathrm{Torr}$ the rise is $4\times10^{-9}\ \mathrm{J/m^2}$, which is negligible here.

\section{The dose stage of a deposition process}

The numbers of the problem resemble water vapour dosed onto an alumina-like oxide in thermal atomic layer deposition. Rough typical values are a temperature near $500\ \mathrm{K}$, a pressure near $0.1\ \mathrm{Torr}$ and up to about ten hydroxyl groups per square nanometre. Let $K$ be chosen so that $0.1\ \mathrm{Torr}$ gives 90 percent filling: $K=9/(0.1\ \mathrm{Torr})=90\ \mathrm{Torr^{-1}}$. For water, $\mu_{\mathrm{tr}}=-1.083\ \mathrm{eV}$, and (\ref{eq:x}) then requires
\begin{equation}
\varepsilon=kT\ln9-\mu_{\mathrm{tr}}=(0.095+1.083)\ \mathrm{eV}=1.178\ \mathrm{eV}.
\end{equation}

Whether such a layer survives a purge follows from its rates. Averaging the velocity towards the surface over the Maxwell distribution gives the impingement rate
\begin{equation}
J=\frac{p}{kT}\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT}\,dv=\frac{p}{\sqrt{2\pi mkT}} ,
\end{equation}
because the integral equals $\sqrt{kT/2\pi m}$. Here $J=3.70\times10^5\ \mathrm{nm^{-2}\,s^{-1}}$. If a molecule that meets an empty site sticks with probability $s$, the filling rate per empty site is $r=sJ/N$, and
\begin{equation}
\frac{d\theta}{dt}=r(1-\theta)-k_d\theta .
\end{equation}
In equilibrium $k_d=r(1-\theta)/\theta=r/(Kp)$. For $s=1$, $r=3.70\times10^4\ \mathrm{s^{-1}}$, and the coverage relaxes in the time $1/(r+k_d)=0.024\ \mathrm{ms}$. In a perfect purge the gas is removed and nothing returns, so the coverage decays in the time $1/k_d=9/r=0.24\ \mathrm{ms}$. With $s=0.01$ and the same $K$ it decays in $24\ \mathrm{ms}$.

A purge of one second is much longer than either decay time, so for these two values of $s$ and a perfect purge the layer would be lost. The conclusion has limits. At fixed $K$ the decay time grows as $1/s$ and reaches one second at $s=2.4\times10^{-4}$, and the time to reach equilibrium during the dose grows in the same proportion. In a real reactor, desorbed molecules can also adsorb again before they are pumped away, which slows the emptying further. The growth cycle relies instead on groups that stay bound through the purge. For them the assumption of reversible equilibrium with the gas breaks down, and the pressure no longer fixes $\mu$ of the layer. The Gibbs integral over gas pressure then gives no value for the lowering, and $0.159\ \mathrm{J/m^2}$ should not be assigned to them. The result applies to a reversibly held layer during the dose, once the layer has come to equilibrium with the gas. Even there the site density needs care. If each water molecule accounts for two of the ten hydroxyl groups and the two always fill one of a set of fixed, separate pairs of sites, there are five molecular sites per square nanometre, and the lowering at the same $\theta$ is halved to about $0.08\ \mathrm{J/m^2}$. The halving does not carry over to a unit that may take any neighbouring pair of sites. This change and the 41 percent from neighbour interactions are the largest corrections for the values chosen here. The order depends on those values: a site spread of $\pm0.1\ \mathrm{eV}$ in place of $\pm0.05\ \mathrm{eV}$ would raise the lowering by about two thirds and exceed both. The values used are collected in the numerical output that follows.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 500 K
site density: 10 nm^-2
coverage: 0.90
pressure: 0.10 Torr
molecular mass: 18.015 u
thermal energy kT: 0.04309 eV
K p at this coverage: 9.000 (no unit)
Langmuir constant K: 90.00 Torr^-1
thermal wavelength: 0.01839 nm
gas chemical potential, translation only: -1.0834 eV
effective binding energy: 1.1781 eV
N kT: 0.06903 J/m^2
ln(1 + K p): 2.30259 (no unit)
surface tension lowering, formula: 0.15895 J/m^2
same, Gibbs integral with enumeration: 0.15895 J/m^2
same lowering, converted: 0.9921 eV/nm^2
dilute estimate N kT theta: 0.06213 J/m^2
lowering at coverage 0.50: 0.04785 J/m^2
lowering at coverage 0.89: 0.15237 J/m^2
lowering at coverage 0.91: 0.16623 J/m^2
lowering at coverage 0.99: 0.31791 J/m^2
lowering with neighbour energy +0.1 eV: 0.22384 J/m^2
  relative change: +40.8 percent
lowering with neighbour energy -0.1 eV: 0.09406 J/m^2
  relative change: -40.8 percent
site energy shift, up and down: 0.05 eV
lowering with two site types: 0.19278 J/m^2
  relative change: +21.3 percent
lowering with splitting in two: 0.15895 J/m^2
excluded gas layer thickness: 0.3 nm
rise of tension from excluded gas: 4.00e-09 J/m^2
impingement rate: 3.701e+05 nm^-2 s^-1
filling rate per empty site, sticking 1: 3.701e+04 s^-1
relaxation time, sticking 1: 0.0243 ms
purge emptying time, sticking 1: 0.2432 ms
purge emptying time, sticking 0.01: 24.32 ms
\end{verbatim}
